# Lattice Levinson theorem with half states at band edges

## 1. A count that comes out one too high

Take an infinite chain of sites with hopping $-t$ and raise the energy of one site by $U>0$. A bound state appears above the band. A lattice with a fixed number of sites has a fixed number of states, so the band should have lost one. Yet if the change in the density of states is integrated over the open band, the result is zero. An electron count based on that integral finds one state too many.

The missing state sits at the two band edges, half at each. To see this, I first work out the one-site case, then allow any local perturbation.

Energies are in atomic units in the algebra and in eV in the numbers. Lengths are counted in sites, so $k$ is dimensionless. The electrons do not interact, and all counts are per spin.

**Clean chain.** The Green function $G_0(z)=(z-H_0)^{-1}$ obeys
$$zG_n+t(G_{n+1}+G_{n-1})=\delta_{n0}.$$
Put $z=-2t\cos k$ with $\mathrm{Im}\,k>0$ and try $G_n=Ce^{ik|n|}$, which decays. For $n\neq0$ the equation holds because $z+t(e^{ik}+e^{-ik})=0$. At $n=0$ it gives
$$C(z+2te^{ik})=C\,t(e^{ik}-e^{-ik})=C\,2it\sin k=1 .$$
Hence
$$G_0(n,m)=\frac{e^{ik|n-m|}}{iv},\qquad v=2t\sin k. \tag{1}$$
Since $dE=v\,dk$, approaching a band energy from above, $E+i0$, means $0<k<\pi$ with $k$ just above the real axis. There $v=\sqrt{4t^2-E^2}>0$.

**One defect site.** Let $g(z)=G_0(0,0)$. Summing repeated scattering at site 0 gives
$$G(n,m)-G_0(n,m)=G_0(n,0)\frac{U}{1-Ug}G_0(0,m).$$
Its trace contains $\sum_n G_0(0,n)G_0(n,0)=(G_0^2)_{00}=-dg/dz$, so
$$\mathrm{Tr}(G-G_0)=\frac{-U\,dg/dz}{1-Ug}=\frac{d}{dz}\ln D,\qquad D=1-Ug .$$
The density of states is $-(1/\pi)\,\mathrm{Im\,Tr}\,G(E+i0)$, and its change is
$$\Delta\rho(E)=-\frac1\pi\frac{d}{dE}\arg D(E+i0). \tag{2}$$
In the band $g=-i/v$, so $D=1+iU/v$ and $\arg D=\arctan(U/v)$. This phase is $\pi/2$ at both edges, where $v=0$, and smaller between them. The open-band integral of $\Delta\rho$ is therefore $-(1/\pi)(\pi/2-\pi/2)=0$.

Above the band $g=1/\sqrt{E^2-4t^2}$, and $D=0$ gives
$$E_b=\sqrt{U^2+4t^2}.$$
For $t=U=1$ eV this is $\sqrt5=2.2361$ eV. The paradox is now explicit: one bound state, zero net change in the open band.

## 2. Any local perturbation

Now let $H_0$ be a bounded Hermitian lattice Hamiltonian with finitely many separate bands and no discrete levels. Let $V$ be Hermitian and act on finitely many sites. No site is added or removed. Define
$$D(z)=\det\left(1-G_0(z)V\right).$$
The columns of $G_0V$ vanish away from the defect, so the determinant need only be taken over the defect sites.

**Trace formula.** From $(1-G_0V)G=G_0$,
$$G-G_0=(1-G_0V)^{-1}G_0VG_0=G_0(1-VG_0)^{-1}VG_0 .$$
Cycle the leading $G_0$ to the end of the trace and use $(1-VG_0)^{-1}V=V(1-G_0V)^{-1}$:
$$\mathrm{Tr}(G-G_0)=\mathrm{Tr}\left[(1-G_0V)^{-1}G_0^2V\right].$$
On the other side, $d\ln\det M=\mathrm{Tr}\,M^{-1}dM$ and $dG_0/dz=-G_0^2$ give the same expression for $d\ln D/dz$. Thus
$$\mathrm{Tr}(G-G_0)=\frac{D'(z)}{D(z)}, \tag{3}$$
and (2) holds for every such $V$.

Outside the bands $G_0$ is analytic. At a bound energy the left side of (3) has a pole whose residue is the number of bound states there. The right side has the order of the zero of $D$ as its residue. Zeros of $D$ therefore count bound states with their multiplicity.

**Contour.** Let $F(z)$ be analytic in a region containing both spectra. A counterclockwise contour around them gives
$$\mathrm{Tr}[F(H)-F(H_0)]=\oint\frac{dz}{2\pi i}\,F(z)\frac{D'(z)}{D(z)} .$$
Shrink the contour onto the real axis. Three kinds of term remain.

1. Each bound state contributes $F(E_b)$.
2. Along an open band the contour runs to the right below the axis and to the left above it. Because $D(z^*)=D(z)^*$, the two sides combine to
$$\frac{1}{2\pi i}\left[\left(\frac{D'}{D}\right)^*-\frac{D'}{D}\right]_{E+i0}=-\frac1\pi\,\mathrm{Im}\frac{D'}{D}=\Delta\rho(E).$$
3. A small circle remains at each edge $e$. Assume that near it
$$\frac{D'}{D}=\frac{\nu_e}{z-e}+O(|z-e|^{-1/2}). \tag{4}$$
The first term integrates to $\nu_eF(e)$. The second gives a contribution of order $r^{1/2}$ on a circle of radius $r$, which vanishes.

If $D$ is finite and nonzero throughout every open band, then
$$\mathrm{Tr}[F(H)-F(H_0)]=\sum_bF(E_b)+\sum_e\nu_eF(e)+\int F\,\Delta\rho\,dE. \tag{5}$$

Set $F=1$. The left side is the trace of zero. The contour agrees: at large $|z|$, $D=1-\mathrm{Tr}V/z+\dots$, so $D'/D=O(z^{-2})$ and the large circle gives nothing. With $N_b$ bound states,
$$N_b+\int_{\rm open\ bands}\Delta\rho\,dE+\sum_e\nu_e=0. \tag{6}$$
This is the lattice Levinson theorem. The bands lose $N_b$ states when their edges are counted with them.

**Back to one site.** Near either edge $D\approx iU/v$, and $v\propto|E-e|^{1/2}$, so $\nu=-1/2$ at both. Equation (6) reads $1+0-\tfrac12-\tfrac12=0$.

## 3. Why the chain has half states

For the chain, assumption (4) and the absence of zeros in the open band can be proved for any site-diagonal $V$ of finite range.

**Splitting the Green function.** Write (1) as
$$G_0(n,m)=\frac{e^{ik(n-m)}}{iv}+K(n,m).$$
For $n\ge m$, $K=0$. For $n<m$,
$$K(n,m)=\frac{e^{ik(m-n)}-e^{ik(n-m)}}{iv}=\frac{2\sin k(m-n)}{v}.$$
The matrix $KV$ is strictly triangular, so $\det(1-KV)=1$. What remains of $G_0V$ is the product of a column $e^{ikn}/(iv)$ and a row $e^{-ikm}V_m$. The rule $\det(A-pq^T)=\det A\,(1-q^TA^{-1}p)$ then gives
$$D=1-\frac1{iv}\sum_me^{-ikm}V_mf_m,\qquad f_n=e^{ikn}+\sum_{m>n}K(n,m)V_mf_m. \tag{7}$$

**What $f$ is.** $K$ differs from $G_0$ by a solution of the clean equation, so $(E-H_0)f=Vf$, and $f$ is an eigenfunction of $H$. To the right of the defect $f_n=e^{ikn}$. To the left, the sum includes all defect sites. Inserting the two exponentials of $K$ and comparing with (7),
$$f_n=D\,e^{ikn}+\beta e^{-ikn},\qquad \beta=\frac1{iv}\sum_me^{ikm}V_mf_m .$$
A wave of amplitude $D$ comes in and a wave of amplitude 1 leaves, so the transmission amplitude is $1/D$.

**No zero in the open band.** Multiply $Ef_n=-t(f_{n+1}+f_{n-1})+V_nf_n$ by $f_n^*$ and take the imaginary part. The result is that $\mathrm{Im}(f_n^*f_{n+1})$ is the same for all $n$. It equals $\sin k$ on the right and $(|D|^2-|\beta|^2)\sin k$ on the left, where the cross terms add up to a real number. Hence
$$|D|^2=1+|\beta|^2\ge1. \tag{8}$$

**The lower edge.** Since $K=\sin k(m-n)/(t\sin k)$ is a polynomial in $\cos k$, $f$ is analytic at $k=0$. There it becomes the edge solution, equal to 1 on the right. Define $A=\sum_mV_mf_m$ at $k=0$. Just below the band $k=i\kappa$ and $iv=-2t\sinh\kappa$, so
$$2t\kappa\,D\to A\qquad(\kappa\to0).$$
Near the edge $z+2t\approx tk^2$. Two cases follow.

- $A\ne0$: $\ln D=-\ln k+{}$an analytic function. Then $D'/D=[-1/k+O(1)]/(2t\sin k)=-\tfrac12/(z+2t)+O(|z+2t|^{-1/2})$, and $\nu=-1/2$.
- $A=0$: $D$ is analytic at $k=0$ and, by (8), not zero there. Then $\nu=0$.

On the left at $k=0$, $f_n=1+\frac1t\sum_m(m-n)V_mf_m$, which has slope $-A/t$. So $A=0$ means that the edge solution stays bounded. The clean chain has a bounded edge solution, the constant. If the defect destroys it, half a state leaves the edge.

**The upper edge.** Put $f_n=(-1)^ng_n$ and $B=\sum_mV_mg_m$ at $k=\pi$. With $k=\pi+i\kappa$ one has $iv=2t\sinh\kappa$ and $2t\kappa\,D\to-B$. The same two cases follow.

Let $n_g$ be the number of edges (0, 1 or 2) at which the bounded solution is destroyed. Then (6) becomes
$$\int_{-2t}^{2t}\Delta\rho\,dE=\frac{n_g}{2}-N_b. \tag{9}$$

**A defect that spares one edge.** Take two neighbouring sites with $V=(-0.5,\,1)$ eV and $t=1$ eV. The edge solutions follow from the right by
$$f_{n-1}=(2+V_n/t)f_n-f_{n+1},\qquad g_{n-1}=(2-V_n/t)g_n-g_{n+1}.$$
At the lower edge $f_2=1$ and $f_1=3-1=2$, so $A=1\cdot1-0.5\cdot2=0$ eV. At the upper edge $g_2=1$ and $g_1=1-1=0$, so $B=1$ eV. Thus $n_g=1$. Diagonalization finds one bound state, at 2.1667 eV, and (9) predicts $\tfrac12-1=-\tfrac12$. The computed open-band change is $-0.5000$.

**Several bound states.** For $V=(1.2,-2.0,0.7,-1.5)$ eV the lower-edge recursion gives $f_4,\dots,f_1=1,-0.5,-2.35,0.5$, and
$$A=-1.5-0.35+4.7+0.6=3.45\ \text{eV}.$$
The upper edge gives $g_4,\dots,g_1=1,2.5,2.25,6.5$ and $B=-1.5+1.75-4.5+7.8=3.55$ eV. Both edges lose their bounded solution. There are three bound states, at $-2.7398$, $-2.2229$ and 2.1689 eV, so the open band must change by $1-3=-2$, as computed.

Formula (5) was also tested with $F=E^p$, $p=0,\dots,6$, for these three defects. The left side came from diagonalized 600-site rings. A closed path of at most six hops cannot go around such a ring, so its trace differences equal those of the infinite chain. The two sides agreed within $2\times10^{-6}\cdot3^p$ eV$^p$.

## 4. Seeing the half state, and two limits in $U$

An edge term of weight $-1/2$ may look like bookkeeping. It can be seen directly by weighting the levels near the lower edge with
$$F(E)=e^{-(E+2t)/w},\qquad w\ll t .$$
For one repulsive site, the bound state and the upper edge have negligible weight. Equation (5) leaves $-\tfrac12$ plus the open-band part. With $\varepsilon=E+2t$, the change accumulated in the open band up to $\varepsilon$ is
$$-\frac1\pi\left[\arctan\frac Uv-\frac\pi2\right]=\frac1\pi\arctan\frac vU\approx\frac{2\sqrt{t\varepsilon}}{\pi U}. \tag{10}$$
The last form needs $\varepsilon\ll t$ and $\sqrt{t\varepsilon}\ll U$. Integrating by parts against the window and using $\int_0^\infty e^{-\varepsilon/w}\sqrt\varepsilon\,d\varepsilon/w=\sqrt{\pi w}/2$,
$$\mathrm{Tr}[F(H)-F(H_0)]\approx-\frac12+\frac{\sqrt{tw}}{\sqrt\pi\,U}. \tag{11}$$

The traces below are for a 600-site ring with $t=U=1$ eV:

| $w$ (eV) | trace change | equation (11) |
|---|---|---|
| 0.04 | −0.3952 | −0.3872 |
| 0.01 | −0.4447 | −0.4436 |
| 0.0025 | −0.4719 | −0.4718 |
| 0.000625 | −0.4859 | −0.4859 |

The trace change uses matrix eigenvalues alone, and it approaches $-1/2$. The order of limits matters: the chain must be long enough for $w$ to cover several levels. Here the first clean level above the edge lies at about $t(2\pi/600)^2\approx1.1\times10^{-4}$ eV, still below the smallest $w$.

**Weak defect.** How can an arbitrarily small $U$ remove half a state from an edge? By (10), the open band gains nearly half a state once $v\gg U$, that is, for $\varepsilon\gg U^2/4t$. The edge loss and this gain cancel for any wider window. At the upper edge, the edge term and the nearby open band each lose half a state, and the bound state lies just outside, at $E_b-2t\approx U^2/4t$. Nothing jumps at finite energy resolution as $U\to0$.

**Strong defect.** For $U\to\infty$ the phase $\arctan(U/v)$ tends to $\pi/2$ throughout the band. The open-band density change vanishes, and the two edges lose one state in total. The bound state moves off to $E_b\approx U$. What remains at finite energy is a chain cut in two with one site fewer. For a true vacancy the site is gone from the start, and the sum in (6), taken over the remaining spectrum, is $-1$ instead of 0.

## 5. An edge that gains half a state

The index is not always $-1/2$. Consider the end site of a half-infinite chain, $n=1,2,\dots$. With $G_0(n,1)=Ce^{ikn}$, the equation at $n=1$ is
$$C(ze^{ik}+te^{2ik})=-Ct=1,$$
so $G_0(1,1)=-e^{ik}/t$. This is finite at both edges. Changing the end-site energy by $U$ gives
$$D=1+\frac Ut e^{ik}. \tag{12}$$
A bound state needs $e^{ik}=-t/U$ with modulus below 1, hence $|U|>t$, and then $E_b=U+t^2/U$.

For $t=1$ eV and $U>0$ there are three regimes (negative $U$ gives their mirror images, with the two edges exchanged):

- $U=0.5$ eV: $D$ stays in the right half-plane and is real at both ends, so the open-band change is 0. There is no bound state.
- $U=2$ eV: as $k$ runs from 0 to $\pi$, $D$ goes from 3 to $-1$ through the upper half-plane. Its phase grows by $\pi$, and the open band loses one state. The bound state is at $2+0.5=2.5$ eV.
- $U=1$ eV: $D=1+e^{ik}=2\cos(k/2)\,e^{ik/2}$. The phase grows by $\pi/2$, and the open band loses half a state although no bound state exists.

In the third case $D\propto(k-\pi)\propto(z-2t)^{1/2}$ at the upper edge, so $\nu=+1/2$ and (6) reads $0-\tfrac12+\tfrac12=0$. The reason is again a bounded edge solution, with the roles exchanged. At $E=2t$ the clean half-chain has the growing solution $(-1)^nn$. With $U=t$ the bounded wave $(-1)^n$ satisfies the end equation, $2t=t+U$. The perturbed system has gained the half state that the clean one lacked.

## 6. Two bands and the electron count of a defect

With a gap, one asks which band paid for a gap state. Enclose one band, with its edges, in a contour that crosses the real axis in the gaps and leaves all bound states outside. On it $D$ is single-valued and nonzero, so $\oint D'/D\,dz/(2\pi i)$ is a winding number. Each isolated band, edges included, therefore changes by an integer.

**Example.** Let the site energies alternate between $+s$ and $-s$, and put a defect $U$ on one $+s$ site. In Bloch form the diagonal element on the $+s$ sites is $(z+s)/(x-4t^2\cos^2q)$, with $x=z^2-s^2$. Write $4t^2\cos^2q=2t^2+2t^2\cos2q$ and use the average of $1/(a-b\cos\theta)$, which is $1/\sqrt{a^2-b^2}$ for $a>b>0$. Continued analytically to all $z$ off the bands, this gives
$$g(z)=\frac{z+s}{\sqrt x\,\sqrt{x-4t^2}},\qquad D=1-Ug .$$
Each root is the principal one. In the gap both are imaginary and their product is negative, as it must be for $a<-b$, where the average is negative. The edges are at $x=0$ and $x=4t^2$. For $s=0.5$ eV and $t=1$ eV they are $\pm0.5$ and $\pm\sqrt{4.25}=\pm2.0616$ eV.

At three edges $g$ diverges as an inverse square root, and $\nu=-1/2$. At $E=-s$ the numerator vanishes, $g\propto(z+s)^{1/2}\to0$, and $\nu=0$. The edge wave there lives on the $-s$ sites and does not feel the defect.

Inside a band $g$ is imaginary with negative imaginary part, so for $U=-1$ eV the phase of $D$ lies between $-\pi/2$ and 0. In the lower band it rises from $-\pi/2$ to 0, and the open-band change is $-1/2$. In the upper band it is $-\pi/2$ at both edges, and the change is 0. Adding the edges,
$$\text{lower: }-\tfrac12-\tfrac12+0=-1,\qquad\text{upper: }0-\tfrac12-\tfrac12=-1 .$$
The two lost states reappear as bound states at $-2.2093$ eV, below both bands, and 0.3061 eV, in the gap.

Now fill the levels up to a Fermi energy in the gap. At 0 eV the lower band has lost one state and the deep bound state replaces it, so the defect changes the electron number by $-1+1=0$ per spin. At 0.4 eV the gap state is filled too, and the change is $-1+2=+1$. Counting levels in the diagonalized 600-site ring gives the same 0 and 1. With the edge term omitted, the first answer would have been $+\tfrac12$ per spin, although a count of levels must be a whole number.

## 7. Where the statement stops

Section 2 took $H_0$ to have no discrete levels. If it has some outside the bands, $N_b$ in (6) must be replaced by the change in the number of such levels. Three further assumptions carry the proof.

- $V$ has finite range. The long Coulomb tail of a charged defect does not satisfy this, and (6) has not been shown for it.
- $D$ is finite and nonzero inside every open band. Equations (7) and (8) guarantee this for the simple chain with site-diagonal $V$. In other lattices $D$ may vanish inside a band, or diverge there as an inverse square root where the band has an interior extremum. Such a point would need its own term in (5).
- $D$ behaves as a power at each edge, as in (4). A logarithmic edge needs a separate treatment.

The generic value $\nu=-1/2$ belongs to one dimension, where $g$ diverges as an inverse square root at an edge. On the simple cubic lattice with hopping $-t$, $g$ is finite at the lower edge, $g=-0.2527/t$. There $D=1-Ug$ is finite and nonzero for a single-site defect and $\nu=0$, except at the binding threshold $U=1/g\approx-3.96\,t$, where $\nu=+1/2$ as in Section 5. On the square lattice $g$ diverges only logarithmically at the edge. The half-state correction to the electron count in Section 6 is therefore a feature of chains and should not be carried over to an ordinary three-dimensional band edge.

The computed values for the chains are collected in the numerical output.

## Computed values

```
hopping t = 1.00 eV; chain band from -2.00 to 2.00 eV
sites in each finite matrix = 600
one site: V = 1.0000 eV
  bound states N_b = 1, at 2.2361 eV
  edge strengths A, B = 1.0000, 1.0000 eV
  edge indices lower, upper = -0.5, -0.5
  open-band change = 0.0000 states
  bands with edges = -1.0000 states
four sites: V = 1.2000, -2.0000, 0.7000, -1.5000 eV
  bound states N_b = 3, at -2.7398, -2.2229, 2.1689 eV
  edge strengths A, B = 3.4500, 3.5500 eV
  edge indices lower, upper = -0.5, -0.5
  open-band change = -2.0000 states
  bands with edges = -3.0000 states
tuned pair: V = -0.5000, 1.0000 eV
  bound states N_b = 1, at 2.1667 eV
  edge strengths A, B = 0.0000, 1.0000 eV
  edge indices lower, upper = 0.0, -0.5
  open-band change = -0.5000 states
  bands with edges = -1.0000 states
window exp(-(E+2t)/w) at the lower edge, one site U = 1.00 eV:
  w = 0.040000 eV: trace change -0.39522, leading law -0.38716
  w = 0.010000 eV: trace change -0.44474, leading law -0.44358
  w = 0.002500 eV: trace change -0.47194, leading law -0.47179
  w = 0.000625 eV: trace change -0.48591, leading law -0.48590
end site U = 0.50 eV: N_b = 0, at none eV
  open-band change = 0.0000, edge indices = 0.0, 0.0
end site U = 1.00 eV: N_b = 0, at none eV
  open-band change = -0.5000, edge indices = 0.0, 0.5
end site U = 2.00 eV: N_b = 1, at 2.5000 eV
  open-band change = -1.0000, edge indices = 0.0, 0.0
alternating chain: site energies +/-0.50 eV, defect -1.00 eV
  band edges = -2.0616, -0.5000, 0.5000, 2.0616 eV
  bound states N_b = 2, at -2.2093, 0.3061 eV
  edge indices = -0.5, 0.0, -0.5, -0.5
  open-band change lower, upper = -0.5000, 0.0000
  with edges lower, upper = -1.0000, -1.0000
  levels gained below 0.00 eV, per spin = 0
  levels gained below 0.40 eV, per spin = 1
```
